# Choosing the Stage Probability in Forward Flux Sampling: test program

```python
"""
Result under test: forward flux sampling with n independent stages of equal
success probability p, P = p**n fixed, equal cost per trial and a fixed total
number of trials N, has leading-order relative variance
    V = (ln P)^2 G(u) / N,   G(u) = (exp(u) - 1)/u^2,   u = -ln p,
with a single minimum at ln p = -2(1 - p), that is p close to 0.203.
Symbols: M trials per stage; q = (1-p)/p; L = -ln P; c mean cost of a trial.
Example: a two-dimensional island of i dimers, free energy
4*gamma*sqrt(i) - i*dmu, growing and shrinking by one dimer at a time.
Cost in the example is counted in jumps (attachments plus detachments).
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import lambertw
from scipy.stats import binom

rng = np.random.default_rng(12345)


def G(u):
    return np.expm1(u) / u**2


# ---------- optimum: closed form against direct minimisation ----------
p_opt = float(-lambertw(-2 * np.exp(-2)).real / 2)
u_opt = -np.log(p_opt)
G_opt = 1 / (4 * p_opt * (1 - p_opt))
direct = minimize_scalar(lambda p: (1 - p) / (p * np.log(p)**2),
                         bounds=(0.01, 0.9), method="bounded",
                         options={"xatol": 1e-10})
assert abs(direct.x - p_opt) < 1e-5
assert abs(direct.fun / G_opt - 1) < 1e-9
p_grid = np.linspace(0.001, 0.999, 5000)
slope_sign = np.sign(np.diff(G(-np.log(p_grid))))
assert slope_sign[0] < 0 and slope_sign[-1] > 0
assert np.count_nonzero(np.diff(slope_sign)) == 1
curvature = (0.5 - p_opt) / (1 - p_opt)**2
du = 1e-3
curvature_fd = (np.log(G(u_opt + du)) - 2 * np.log(G(u_opt))
                + np.log(G(u_opt - du))) / du**2
assert abs(curvature_fd / curvature - 1) < 1e-4
p_low = np.exp(-brentq(lambda u: G(u) / G_opt - 1.1, u_opt, 6))
p_high = np.exp(-brentq(lambda u: G(u) / G_opt - 1.1, 0.1, u_opt))

# ---------- island model ----------
T = 900.0            # K
gamma = 0.08         # eV per dimer-size edge
dmu = 0.02           # eV per dimer
lattice = 0.543      # nm, rough Si lattice constant; dimer area = lattice^2
B = 200              # dimers, size counted as nucleated
kT = constants.k * T / constants.e


def committor(edge, drive, temperature):
    """Probability to reach B before size 1, for every size (sum formula)."""
    beta = constants.e / (constants.k * temperature)
    j = np.arange(1, B)
    energy = 4 * edge * np.sqrt(j) - drive * j
    phi = np.exp(beta * (energy - energy[0])) / np.sqrt(j)
    h = np.zeros(B + 1)
    h[2:] = np.cumsum(phi)
    return h / h[B]


h = committor(gamma, dmu, T)
P = h[2]
L = -np.log(P)
size = np.arange(B + 1)
energy = 4 * gamma * np.sqrt(size) - dmu * size
attach = np.sqrt(size)
detach = np.zeros(B + 1)
detach[1:] = attach[:-1] * np.exp((energy[1:] - energy[:-1]) / kT)
up = np.zeros(B + 1)
up[1:] = attach[1:] / (attach[1:] + detach[1:])

# stage probabilities and mean jumps per trial, from the jump matrix itself
prob = np.full((B + 1, B + 1), np.nan)
cost = np.full((B + 1, B + 1), np.nan)
for y in range(3, B + 1):
    s = np.arange(2, y)
    matrix = np.eye(len(s))
    if len(s) > 1:
        matrix -= np.diag(up[s[:-1]], 1) + np.diag(1 - up[s[1:]], -1)
    rhs = np.ones((len(s), 2))
    rhs[:, 0] = 0
    rhs[-1, 0] = up[y - 1]
    solution = np.linalg.solve(matrix, rhs)
    prob[2:y, y] = solution[:, 0]
    cost[2:y, y] = solution[:, 1]
assert abs(prob[2, B] / P - 1) < 1e-6
i_crit = (2 * gamma / dmu)**2
barrier = 4 * gamma**2 / dmu
assert abs(np.argmax(energy) - i_crit) <= 1
assert abs(energy.max() / barrier - 1) < 1e-3

# ---------- exact fixed-budget variance from binomial sums ----------


def exact_variance(p, n, M):
    k = np.arange(M + 1)
    weight = binom.pmf(k, M, p)
    mean = np.sum(weight * k / M)
    second = np.sum(weight * (k / M)**2)
    return (second / mean**2)**n - 1


n_cont = L / u_opt
N_scan = 60000
n_list = np.arange(1, 21)
v_list = [exact_variance(P**(1 / n), n, N_scan // n) for n in n_list]
n_best = int(n_list[np.argmin(v_list)])
assert abs(n_best - n_cont) < 1
p_stage = P**(1 / n_best)
target = 0.10
M_need = int(np.ceil(n_best * (1 - p_stage) / p_stage / target**2))
N_need = n_best * M_need
V_lead = L**2 * G(L / n_best) / N_need
V_exact = exact_variance(p_stage, n_best, M_need)
assert V_lead < V_exact < np.expm1(V_lead)
N_direct = (1 - P) / P / target**2

# ---------- unequal stages cannot beat the bound ----------
for _ in range(5000):
    parts = rng.dirichlet(np.ones(rng.integers(2, 20))) * L
    assert np.sum(np.sqrt(np.expm1(parts)))**2 >= G_opt * L**2 * (1 - 1e-12)

# ---------- interfaces on whole sizes ----------


def place(n):
    goals = np.log(P) + L * np.arange(n + 1) / n
    log_h = np.log(h[2:])
    return [2 + int(np.argmin(abs(log_h - g))) for g in goals[:-1]] + [B]


def stages(faces):
    x, y = np.array(faces[:-1]), np.array(faces[1:])
    return prob[x, y], (1 - prob[x, y]) / prob[x, y], cost[x, y]


def shortest(weight):
    """Interfaces from 2 to B that minimise the sum of stage weights."""
    best = np.full(B + 1, np.inf)
    best[2] = 0
    previous = np.zeros(B + 1, dtype=int)
    for y in range(3, B + 1):
        total = best[2:y] + weight[2:y, y]
        previous[y] = 2 + int(np.argmin(total))
        best[y] = total.min()
    path = [B]
    while path[-1] != 2:
        path.append(int(previous[path[-1]]))
    return path[::-1], best[B]


faces = place(n_best)
assert all(np.diff(faces) > 0)
p_i, q_i, c_i = stages(faces)
assert abs(np.prod(p_i) / P - 1) < 1e-6
rounding = n_best * q_i.sum() / (G_opt * L**2)
odds = (1 - prob) / prob
odds = np.where(odds > 0, odds, np.where(np.isnan(odds), np.nan, 0.0))
path_equal, sum_equal = shortest(np.sqrt(odds))
equal_ratio = sum_equal**2 / (G_opt * L**2)
assert 1 - 1e-9 <= equal_ratio < 1.05

# ---------- true cost per trial ----------
K_rule = q_i.sum() * c_i.sum()
K_alloc = np.sum(np.sqrt(q_i * c_i))**2
search = minimize(lambda z: np.log(np.sum(q_i * np.exp(-z))
                                   * np.sum(c_i * np.exp(z))),
                  np.zeros(n_best), method="BFGS")
assert abs(np.exp(search.fun) / K_alloc - 1) < 1e-4
path_cost, sum_cost = shortest(np.sqrt(odds * cost))
K_best = sum_cost**2
p_cost = stages(path_cost)[0]
K_direct = odds[2, B] * cost[2, B]
scan = {}
for n in range(2, 21):
    trial_faces = place(n)
    if all(np.diff(trial_faces) > 0):
        _, q_n, c_n = stages(trial_faces)
        scan[n] = q_n.sum() * c_n.sum()
n_cost = min(scan, key=scan.get)

# ---------- simulated walks through the first three stages ----------
runs, M_walk = 3000, 60
estimate = np.ones(runs)
for x, y, c_mean in zip(faces[:3], faces[1:4], c_i[:3]):
    position = np.full(runs * M_walk, x)
    active = np.arange(runs * M_walk)
    jumps = 0
    while len(active):
        jumps += len(active)
        here = position[active]
        here = here + np.where(rng.random(len(active)) < up[here], 1, -1)
        position[active] = here
        active = active[(here > 1) & (here < y)]
    assert abs(jumps / (runs * M_walk) / c_mean - 1) < 0.03
    estimate *= (position == y).reshape(runs, M_walk).mean(axis=1)
walk_mean = estimate.mean() / np.prod(p_i[:3])
walk_var = estimate.var() / np.prod(p_i[:3])**2
walk_theory = np.prod(1 + q_i[:3] / M_walk) - 1
# sampling errors: about 1 % for the mean and 4 % for the variance
assert abs(walk_mean - 1) < 0.05
assert abs(walk_var / walk_theory - 1) < 0.20

# ---------- trial cost growing as u**alpha ----------
alpha = 0.5
u_alpha = brentq(lambda u: u - (2 - alpha) * (1 - np.exp(-u)), 0.1, 5)
check = minimize_scalar(lambda u: np.expm1(u) * u**(alpha - 2),
                        bounds=(0.05, 5), method="bounded",
                        options={"xatol": 1e-9})
assert abs(check.x - u_alpha) < 1e-5
u_grid = np.linspace(0.01, 5, 500)
assert np.all(np.diff(np.expm1(u_grid) / u_grid) > 0)

# ---------- memory of shape: entry points of unequal quality ----------
spread = 0.5         # success probability p(1 +/- spread), equally likely
v = spread**2
p_memory = brentq(lambda p: np.log(p) + 2 * (1 - p / (1 + v)), 0.01, 0.5)
check = minimize_scalar(lambda p: (1 + v - p) / (p * np.log(p)**2),
                        bounds=(0.01, 0.7), method="bounded",
                        options={"xatol": 1e-10})
assert abs(check.x - p_memory) < 1e-5
p0, M0 = 0.2, 200
stored = int(round(p0 * M0))
good = rng.binomial(stored, 0.5, size=400000)
hits = rng.binomial(M0, p0 * (1 + spread * (2 * good / stored - 1)))
memory_var = np.var(hits / M0) / p0**2
assert abs(memory_var / ((1 + v - p0) / (p0 * M0)) - 1) < 0.02
memory_factor = (1 + v - p_opt) / (1 - p_opt)

# ---------- printed numbers ----------
print(f"optimal stage probability p*: {p_opt:.4f}")
print(f"optimal u* = -ln p*: {u_opt:.4f}; minimum G*: {G_opt:.4f}")
print(f"curvature of ln G at u*: {curvature:.4f}")
print(f"p range within 10 % of minimum variance: {p_low:.3f} to {p_high:.3f}")
for p in (0.05, 0.1, 0.3, 0.5, 0.8):
    print(f"variance relative to minimum at p = {p}: {G(-np.log(p))/G_opt:.3f}")
print(f"temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"edge free energy: {gamma} eV per edge = {gamma/lattice:.3f} eV/nm")
print(f"driving force: {dmu} eV per dimer; exp(dmu/kT): {np.exp(dmu/kT):.3f}")
print(f"critical size: {i_crit:.0f} dimers; side of equal square: "
      f"{np.sqrt(i_crit)*lattice:.2f} nm")
print(f"barrier: {barrier:.3f} eV = {barrier/kT:.2f} kT")
print(f"P from 2 to {B} dimers before 1: {P:.4e}; L = -ln P: {L:.3f}")
print(f"continuous n*: {n_cont:.3f}; best whole n: {n_best}; p: {p_stage:.4f}")
print(f"target relative error: {target:.2f}")
print(f"trials per stage: {M_need}; total trials: {N_need}")
print(f"relative variance, leading: {V_lead:.6f}; exact: {V_exact:.6f}")
print(f"direct trials for same error: {N_direct:.3e}; "
      f"ratio: {N_direct/N_need:.3e}")
for a, b, pp, cc in zip(faces[:-1], faces[1:], p_i, c_i):
    print(f"stage {a} to {b} dimers: p = {pp:.4f}, mean jumps = {cc:.1f}")
print(f"whole-size placement, variance over ideal minimum: {rounding:.4f}")
print(f"best equal-cost placement and allocation over bound: {equal_ratio:.4f}")
print(f"jumps for target, rule with equal trials: {K_rule/target**2:.3e}")
print(f"jumps for target, rule with best allocation: {K_alloc/target**2:.3e}")
print(f"jumps for target, cost-aware optimum: {K_best/target**2:.3e}")
print(f"jumps for target, direct simulation: {K_direct/target**2:.3e}")
print("cost-aware interfaces (dimers):", *path_cost)
print("cost-aware stage probabilities:", *[f"{x:.3f}" for x in p_cost])
print(f"equal trials, true cost: best n = {n_cost}, P^(1/n) = "
      f"{P**(1/n_cost):.3f}, jumps over rule: {scan[n_cost]/K_rule:.3f}")
print(f"walk test, 3 stages, {M_walk} trials each, {runs} runs: mean/true "
      f"{walk_mean:.3f}")
print(f"walk test relative variance: {walk_var:.4f}; theory: {walk_theory:.4f}")
print(f"optimal p if trial cost grows as u^{alpha}: {np.exp(-u_alpha):.4f}")
print(f"shape memory, spread {spread}: optimal p {p_memory:.4f}; "
      f"variance factor at p*: {memory_factor:.3f}")
for label, args in (("edge energy +10 %", (1.1 * gamma, dmu, T)),
                    ("edge energy -10 %", (0.9 * gamma, dmu, T)),
                    ("driving force -5 %", (gamma, 0.95 * dmu, T)),
                    ("temperature +10 K", (gamma, dmu, T + 10))):
    print(f"P changed by factor, {label}: {committor(*args)[2]/P:.3f}")
print("verified")
```

Output:

```
optimal stage probability p*: 0.2032
optimal u* = -ln p*: 1.5936; minimum G*: 1.5441
curvature of ln G at u*: 0.4675
p range within 10 % of minimum variance: 0.100 to 0.357
variance relative to minimum at p = 0.05: 1.371
variance relative to minimum at p = 0.1: 1.099
variance relative to minimum at p = 0.3: 1.042
variance relative to minimum at p = 0.5: 1.348
variance relative to minimum at p = 0.8: 3.252
temperature: 900 K; kT: 0.07756 eV
edge free energy: 0.08 eV per edge = 0.147 eV/nm
driving force: 0.02 eV per dimer; exp(dmu/kT): 1.294
critical size: 64 dimers; side of equal square: 4.34 nm
barrier: 1.280 eV = 16.50 kT
P from 2 to 200 dimers before 1: 4.6596e-07; L = -ln P: 14.579
continuous n*: 9.148; best whole n: 9; p: 0.1979
target relative error: 0.10
trials per stage: 3648; total trials: 32832
relative variance, leading: 0.009998; exact: 0.010043
direct trials for same error: 2.146e+08; ratio: 6.537e+03
stage 2 to 3 dimers: p = 0.2489, mean jumps = 1.0
stage 3 to 5 dimers: p = 0.1584, mean jumps = 3.2
stage 5 to 8 dimers: p = 0.1514, mean jumps = 8.5
stage 8 to 11 dimers: p = 0.2491, mean jumps = 16.2
stage 11 to 16 dimers: p = 0.1784, mean jumps = 32.4
stage 16 to 22 dimers: p = 0.2238, mean jumps = 58.9
stage 22 to 31 dimers: p = 0.2088, mean jumps = 111.8
stage 31 to 47 dimers: p = 0.1897, mean jumps = 243.2
stage 47 to 200 dimers: p = 0.1982, mean jumps = 1365.9
whole-size placement, variance over ideal minimum: 1.0182
best equal-cost placement and allocation over bound: 1.0069
jumps for target, rule with equal trials: 6.837e+06
jumps for target, rule with best allocation: 3.008e+06
jumps for target, cost-aware optimum: 2.549e+06
jumps for target, direct simulation: 4.948e+08
cost-aware interfaces (dimers): 2 3 4 5 6 7 8 9 10 11 12 13 14 15 16 17 18 19 20 21 22 23 24 25 26 27 28 29 30 31 32 33 34 35 36 37 38 39 40 41 42 43 44 45 46 47 48 49 50 51 52 53 54 55 56 57 58 59 60 61 62 63 64 65 66 67 68 69 70 71 72 73 74 75 76 77 78 79 80 81 82 83 84 85 86 87 88 89 90 91 92 93 94 95 96 97 98 99 100 101 102 103 104 105 106 107 108 109 110 111 112 113 114 115 116 117 118 119 120 121 122 123 124 125 126 127 128 129 130 131 132 133 134 135 136 137 138 139 140 141 142 143 144 145 146 147 148 149 150 151 152 153 154 155 156 157 158 159 160 161 162 163 164 165 166 167 168 169 170 171 172 173 174 175 176 177 178 179 180 181 182 183 184 185 186 187 188 189 190 191 192 193 194 195 196 197 198 199 200
cost-aware stage probabilities: 0.249 0.362 0.437 0.492 0.537 0.573 0.604 0.631 0.654 0.675 0.693 0.710 0.726 0.740 0.752 0.764 0.775 0.785 0.795 0.804 0.812 0.820 0.828 0.835 0.842 0.848 0.854 0.860 0.865 0.870 0.875 0.880 0.885 0.889 0.893 0.897 0.901 0.905 0.908 0.912 0.915 0.918 0.921 0.924 0.927 0.930 0.933 0.935 0.938 0.940 0.942 0.945 0.947 0.949 0.951 0.953 0.955 0.957 0.958 0.960 0.962 0.963 0.965 0.966 0.968 0.969 0.970 0.972 0.973 0.974 0.975 0.976 0.978 0.979 0.980 0.981 0.981 0.982 0.983 0.984 0.985 0.986 0.986 0.987 0.988 0.988 0.989 0.990 0.990 0.991 0.991 0.992 0.992 0.993 0.993 0.993 0.994 0.994 0.994 0.995 0.995 0.995 0.996 0.996 0.996 0.996 0.997 0.997 0.997 0.997 0.998 0.998 0.998 0.998 0.998 0.998 0.998 0.998 0.999 0.999 0.999 0.999 0.999 0.999 0.999 0.999 0.999 0.999 0.999 0.999 0.999 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000 1.000
equal trials, true cost: best n = 7, P^(1/n) = 0.125, jumps over rule: 0.964
walk test, 3 stages, 60 trials each, 3000 runs: mean/true 1.008
walk test relative variance: 0.2552; theory: 0.2501
optimal p if trial cost grows as u^0.5: 0.4172
shape memory, spread 0.5: optimal p 0.1807; variance factor at p*: 1.314
P changed by factor, edge energy +10 %: 0.047
P changed by factor, edge energy -10 %: 15.229
P changed by factor, driving force -5 %: 0.414
P changed by factor, temperature +10 K: 1.143
verified
```
